# Does a higher HOMO guarantee better copper protection? A referee's comment

## The argument under review

The submitted argument compares two organic corrosion inhibitors for copper, P and Q. It runs as follows. An inhibitor protects by adsorbing. It adsorbs by donating electrons to the metal. A molecule with a higher HOMO donates more readily. The HOMO of P lies 0.50 eV above that of Q, so P must protect copper better than Q at the same concentration.

The first three sentences describe a real mechanism. The conclusion needs more: the order of the HOMO energies must survive the passage from an orbital to a bond, from a bond to an adsorption free energy in water, and from there to a coverage. The manuscript also treats Q as one species, although Q has an acidic proton and is partly present as an anion. The question is whether the ranking survives these passages. I examine it in a model simple enough for each one to be followed.

## From the orbital to the bond

Let the donor orbital have energy $\varepsilon$ and let the surface offer one empty level at $a>\varepsilon$, both relative to vacuum. They are coupled by a real matrix element $V$. Overlap repulsion and the interaction between electrons are left out. The donor orbital is taken to be the HOMO. In azole rings this is not assured: the nitrogen lone pair and the highest $\pi$ orbital are different orbitals, and which lies higher can depend on the electronic-structure method. With $D=a-\varepsilon>0$, the Hamiltonian and its lower eigenvalue are

$$
H=\begin{pmatrix}\varepsilon & V\\ V & a\end{pmatrix},\qquad
\lambda=\frac{\varepsilon+a}{2}-\frac{R}{2},\qquad R=\sqrt{D^2+4V^2}.
$$

Before bonding, the two electrons of the HOMO have energy $2\varepsilon$; afterwards they have $2\lambda$. The bond strength, counted positive, is the energy released:

$$
B=2\varepsilon-2\lambda=2\varepsilon-\varepsilon-a+R=R-D .
$$

To see how $B$ responds to the HOMO, hold $a$ and $V$ fixed. Then $dD/d\varepsilon=-1$ and $dR/dD=D/R$, so

$$
\frac{dB}{d\varepsilon}=-\frac{D}{R}+1\equiv q .
$$

Since $R>D$ for $V\neq0$, $q$ is positive. In this model a higher HOMO does strengthen the bond, provided that the coupling is the same. That proviso matters: $\partial B/\partial |V|=4|V|/R$ is also positive, so a lower HOMO with better orbital contact can bind more strongly. I grant the manuscript equal couplings in what follows.

The slope $q$ is also the number of electrons donated. Let $c_d$ and $c_a$ be the amplitudes of the lower orbital on donor and acceptor. The first row of the eigenvalue equation gives $(\varepsilon-\lambda)c_d+Vc_a=0$. Because $\varepsilon-\lambda=B/2$, we have $c_a/c_d=-B/(2V)$, and normalization gives

$$
2c_a^2=\frac{2B^2}{B^2+4V^2}.
$$

Squaring $B+D=R$ gives $B^2+2BD=4V^2$. The denominator is therefore $2B^2+2BD=2BR$, and

$$
2c_a^2=\frac{B}{R}=1-\frac{D}{R}=q .
$$

## What a HOMO advantage is worth

Integrating the slope from the level of neutral Q, written QH, to that of P gives

$$
B_P-B_{QH}=\int_{\varepsilon_{QH}}^{\varepsilon_P}q(\varepsilon)\,d\varepsilon .
$$

A HOMO advantage is thus converted into bond energy at a rate set by the donated charge. Moreover,

$$
\frac{dq}{d\varepsilon}=-\frac{dq}{dD}=\frac1R-\frac{D^2}{R^3}=\frac{4V^2}{R^3}>0 ,
$$

so $q$ is largest at the upper end of the interval, and

$$
B_P-B_{QH}\le q_P(\varepsilon_P-\varepsilon_{QH}).
$$

Two limits show the range. For $|V|\ll D$, expanding the root gives $B\simeq2V^2/D$ and $q\simeq2V^2/D^2$: a weakly coupled donor turns very little of its orbital advantage into binding. For $D\to0$, $B\to2|V|$ and $q\to1$: the conversion then approaches one electron.

One might object that copper has a band, not a single empty level. For a donor coupled to any finite set of metal levels, still without electron interaction, let $E(\varepsilon)$ be the total energy at fixed electron number and $n$ the donor population summed over both spins. The Hellmann–Feynman theorem gives $dE/d\varepsilon=n$, because $\varepsilon$ multiplies the donor population in the Hamiltonian. With $B=2\varepsilon+E_{\rm metal}-E$,

$$
\frac{dB}{d\varepsilon}=2-n ,
$$

which is again the charge lost by the donor. A test on a half-filled chain of 200 metal sites (site energy $-4.5$ eV, hopping 2 eV), with the donor at the level of P coupled to the end site by 0.60 eV, gave a slope and a donated charge that agree at 0.086; the infinite chain gives 0.087. The two-level value for P is 0.219. The conversion rate therefore depends on the metal model, while its identity with the donated charge holds in both.

## From the bond to adsorption in water

An inhibitor reaches copper from solution, and part of its hydration is given up on the way. Split adsorption into two steps. First move species $s$ from bulk water to a surface site with the donor bond switched off; this costs the free energy $L_s$, the solvation loss. It includes the displacement of water from the site and the electrostatic response of the metal. Then switch on the bond, which releases $B_s$. Hence

$$
\Delta G_s=L_s-B_s,\qquad K_s=e^{-\Delta G_s/kT},
$$

with a standard concentration of 1 mol/L. Changes in vibrational free energy on forming the bond are neglected.

If both inhibitors stayed neutral, Q would bind better when $L_{QH}-B_{QH}<L_P-B_P$, that is, when

$$
L_P-L_{QH}>B_P-B_{QH}.
$$

The right-hand side is the HOMO advantage reduced by the donated charge. The left-hand side is a property of the molecules in water and at the interface, on which the gas-phase HOMO energies place no constraint in this model.

## Deprotonation

Q exists as QH and as its anion A. P is assumed to stay neutral in the pH range considered, neither losing nor gaining a proton, and QH is assumed not to gain one. The pH is buffered, the solution is ideal, and adsorption does not noticeably deplete it. The acid constant $K_a=[\mathrm A][\mathrm H^+]/[\mathrm{QH}]$, with concentrations relative to the standard one, gives

$$
x\equiv\frac{[\mathrm A]}{[\mathrm{QH}]}=10^{\,\mathrm{pH}-\mathrm{p}K_a}.
$$

For total concentration $c$, also relative to 1 mol/L, it follows that $[\mathrm{QH}]=c/(1+x)$ and $[\mathrm A]=cx/(1+x)$.

Let each surface site be bare or hold one inhibitor particle, and let sites be independent. The statistical weights of a site are 1 when bare, $K_{QH}[\mathrm{QH}]$ with QH and $K_A[\mathrm A]$ with A. The last two add up to

$$
K_{QH}\frac{c}{1+x}+K_A\frac{cx}{1+x}=K_{\rm app}c,\qquad
K_{\rm app}=\frac{K_{QH}+xK_A}{1+x}.
$$

Dividing the occupied weight by the total weight gives the coverage

$$
\theta_Q=\frac{K_{\rm app}c}{1+K_{\rm app}c},\qquad
\theta_P=\frac{K_Pc}{1+K_Pc}.
$$

To connect coverage with protection, assume that bare sites corrode at an unchanged rate and covered sites do not corrode. The corrosion current is then $i=i_0(1-\theta)$, and the efficiency $1-i/i_0$ equals $\theta$.

## The criterion that replaces the HOMO ranking

Because $d\theta/dK=c/(1+Kc)^2>0$, the better protector at equal total concentration is the one with the larger adsorption constant. Q wins when $K_{\rm app}>K_P$. Multiplying by the positive factor $1+x$ and collecting the terms in $x$ gives

$$
x(K_A-K_P)>K_P-K_{QH}.
$$

When $K_{QH}<K_P<K_A$, both brackets are positive and the order changes at

$$
x^*=\frac{K_P-K_{QH}}{K_A-K_P},\qquad
\mathrm{pH}^*=\mathrm{p}K_a+\log_{10}x^* .
$$

P protects better below this pH and Q above it. If $K_A\gg K_P$, then $x^*$ can be small, and the reversal occurs while nearly all dissolved Q is still neutral.

The surface has its own acid–base balance. The ratio of adsorbed A to adsorbed QH is $xK_A/K_{QH}$. It equals one at

$$
\mathrm{p}K_{\rm surf}=\mathrm{p}K_a-\log_{10}\frac{K_A}{K_{QH}} .
$$

If the anion binds more strongly than the neutral form, adsorbed Q loses its proton at a lower pH than dissolved Q does.

## A case with numbers

The following are round model parameters, attached to no particular compound. The acceptor level is $-4.00$ eV, $V=0.60$ eV, and the temperature is 298.15 K, so $kT=0.025693$ eV. The p$K_a$ of Q is 8, the pH is 7 and the total concentration of either inhibitor is 1 mmol/L. The donor levels are those at the surface site with the bond switched off. P and QH are assumed to keep their HOMO difference of 0.50 eV there. The level of an anion depends strongly on its surroundings, so its gas-phase HOMO would not be the appropriate input.

| Species | $\varepsilon$ (eV) | $L$ (eV) | $B$ (eV) | $K$ |
|---|---|---|---|---|
| P | −5.50 | 0.25 | 0.421 | 775 |
| QH | −6.00 | 0.18 | 0.332 | 377 |
| A | −5.60 | 0.12 | 0.400 | 54073 |

For P, the gap is $D=1.50$ eV and

$$
B_P=\sqrt{1.50^2+4(0.60)^2}-1.50=0.421\ \text{eV}.
$$

The other bond strengths follow in the same way from gaps of 2.00 and 1.60 eV. Both forms of Q have lower donor levels than P, and both form weaker bonds. With these levels, ranking P against the anion instead of QH therefore does not change the manuscript's prediction.

The HOMO advantage of P over QH is 0.50 eV, but the bond advantage is $0.4209-0.3324=0.0886$ eV. The mean donated charge over the interval is $0.0886/0.50=0.177$ electrons, and the bound derived above is $0.2191\times0.50=0.110$ eV. More than four fifths of the orbital advantage has gone before water is considered.

Solvation takes back another $0.25-0.18=0.07$ eV. That is less than 0.0886 eV, so P still binds better than QH, by 0.0186 eV. The ratio of their constants is

$$
\frac{K_{QH}}{K_P}=e^{-0.01856/0.025693}=0.486 .
$$

Now include the anion. At pH 7, $x=10^{7-8}=0.1$, so 9.1% of dissolved Q is anionic. Its adsorption free energy is $0.12-0.40=-0.28$ eV, against $-0.171$ eV for P. Then

$$
K_{\rm app}=\frac{376.5+0.1\times54073}{1.1}=5258,
$$

and, with $c=10^{-3}$,

$$
\theta_Q=\frac{5.258}{6.258}=0.84,\qquad
\theta_P=\frac{0.775}{1.775}=0.44 .
$$

The inhibitor with the lower HOMO protects better, with an efficiency of 84% against 44%. The fractions of sites left to corrode are 0.16 and 0.56, so copper corrodes about 3.5 times faster with P than with Q.

The minority species in solution is the majority species on the metal. The anion's share of adsorbed Q is $5407/(376.5+5407)=93\%$. The surface p$K_a$ is $8-\log_{10}(54073/376.5)=5.84$, about two units below the value in solution.

The order changes at

$$
x^*=\frac{775.2-376.5}{54073-775.2}=0.00748,\qquad
\mathrm{pH}^*=8+\log_{10}0.00748=5.87 .
$$

An explicit enumeration of site occupations, with the acid–base balance found by minimizing the free energy, gave the same crossing. At pH 5 the efficiency of Q is 30%, below that of P, and the manuscript's order is restored. That agreement would not validate the HOMO argument, since the same two molecules contradict it at pH 7.

The crossing lies close to the surface p$K_a$, but the two are different conditions. At the crossing the adsorbed anion-to-neutral ratio is $0.00748\times54073/376.5=1.07$. It is near one because $K_P$ happens to be about twice $K_{QH}$, while $K_A$ is much larger than both.

## Which effect causes the reversal?

The two effects can be switched separately. "Equal solvation" means a common loss of 0.18 eV for all three species. The entries are the ratio of the constant of Q to that of P at pH 7; a value above one means that Q protects better.

| | No deprotonation | Deprotonation |
|---|---|---|
| Equal solvation | 0.032 | 0.069 |
| Unequal solvation | 0.49 | 6.8 |

In the upper row, deprotonation cannot reverse the order at any pH. With a common loss, the constants are ordered as the bond strengths, so $K_{QH}$ and $K_A$ are both below $K_P$. The apparent constant is their average with positive weights $1/(1+x)$ and $x/(1+x)$, and must also lie below $K_P$. In the left column, unequal solvation brings Q closer to P but not past it. For these parameters and the two-level bond, both effects are needed.

This is not a general law. A difference $L_P-L_{QH}$ above 0.0886 eV would reverse the neutral ranking without any acid chemistry. Conversely, an anion with a donor level above that of P would have $K_A>K_P$ even at equal loss, and deprotonation could then suffice at high enough pH.

The table also shows what deprotonation does here. The anion's bond is weaker than that of P by 0.021 eV, but its solvation loss is smaller by 0.13 eV. Deprotonation makes available a form whose net binding is stronger by $0.13-0.021=0.109$ eV. With the levels chosen it does not give Q a better donor than P. That rests on placing the anion only 0.40 eV above QH. A rough Hartree–Fock estimate for imidazole and 1,2,3-triazole (6-31G, idealized ring, dielectric continuum for water) raises the levels on deprotonation by about 1.3 eV for $\pi$ and 1.8 eV for the lone pair. In a real azole the anion may therefore be the better donor as well.

## How much weight can the example bear?

The solvation losses were chosen, not computed. Changing each of the three by 0.02 eV, in every combination of signs, leaves the ratio at pH 7 between 1.4 and 32. Q stays ahead at pH 7, but the size of its lead is very sensitive, because free energies enter through an exponential with $kT$ near 0.026 eV.

The cause of the lead is less secure than the lead itself. If $L_P$ rises and $L_{QH}$ falls by 0.02 eV, their difference becomes 0.11 eV, which exceeds the bond advantage of 0.0886 eV. Neutral Q then already binds better than P, and there is no crossing. The metal chain used earlier has the same effect with the original losses: it reduces the bond advantage to about 0.033 eV, below the solvation difference of 0.07 eV. This depends on the band chosen: a hopping of 1 eV gives 0.054 eV, and a hopping of 0.5 eV gives 0.081 eV, which is above the solvation difference.

Equal coupling is a delicate assumption too. Raising $V$ from 0.60 to 0.64 eV for P alone strengthens its bond by 0.051 eV. Q's lead at pH 7 is worth only $kT\ln 6.78=0.049$ eV, so the reversal disappears. The efficiencies above illustrate a mechanism and are not predictions for a real inhibitor.

A likely objection is that an anion is strongly hydrated and should lose more than a neutral molecule, not less. Part of its hydration can be replaced by the response of the metal, but the value 0.12 eV is still a choice. How far the reversal depends on it can be calculated. At pH 7, Q ties with P when the anion's constant has fallen to

$$
K_A^{\rm tie}=\frac{(1+x)K_P-K_{QH}}{x}
=\frac{1.1\times775.2-376.5}{0.1}\simeq4760 .
$$

The binding that can be given up before this happens is

$$
w=kT\ln\frac{54073}{4760}\simeq0.062\ \text{eV}.
$$

The anion's loss could thus rise to about 0.18 eV, the value assigned to QH, before the ranking at pH 7 returned to that of the HOMO energies. The reversal does not require the anion to lose less than its own neutral form, although with equal losses the margin would be very thin. If the anion lost appreciably more than QH, as the objection supposes, P would protect better at pH 7.

The same number measures the tolerance to repulsion between adsorbed anions, which the independent-site model omits. In a mean-field description, repulsion weakens each anion's binding by an amount that grows with coverage. Q keeps its lead if that amount is below 0.062 eV when the total coverage equals that of P, 0.44. Stronger repulsion would remove the reversal at this pH. The margin is small. At the tie anions hold 0.24 of the sites, so a repulsion linear in anion coverage may reach only 0.26 eV at full coverage. A capacitor estimate, with a charge of $0.8e$ per anion, $1$ to $3\times10^{14}$ sites per cm$^2$ and 20 to 100 $\mu$F/cm$^2$, gives 0.1 to 1.5 eV. The efficiency of 84%, which puts anions on 79% of the sites, should therefore be read as an upper limit for these parameters, and the reversal may not survive unless the adsorbed charge is screened or transferred.

Concentration affects how visible the difference is. At low concentration $\theta\simeq Kc$, and the efficiencies are in the ratio of the constants. At high concentration both approach one, but $1-\theta\simeq1/(Kc)$, so the residual corrosion rates remain in the inverse ratio of the constants. Two efficiencies near 100% can therefore conceal a large difference in corrosion rate. If the inhibitors are dosed at different concentrations, the products $Kc$ must be compared, not the constants alone.

Other omissions limit the link to real copper. Azole-type inhibitors can form copper-containing films, whose growth and permeability are not described by a coverage of independent sites. The electrode potential acts on the anion's adsorption free energy, and an inhibitor may shift that potential. An oxide-covered surface may offer different acceptor levels and couplings. Each of these can change which inhibitor wins, and none is determined by the HOMO energy alone.

## Requested revision

The claim that P must protect better should be withdrawn. What the orbital energies support is narrower: in the model used here, at equal coupling, equal solvation loss and unchanged protonation state, the higher HOMO gives the stronger donor bond and hence the stronger adsorption. For real molecules, the contributions left out of the model, such as overlap repulsion with filled metal levels, can change this order. To rank P and Q in water, the manuscript needs adsorption free energies for every protonation state that can reach the surface, including minority ones, together with the p$K_a$ and the working pH. Where adsorption on independent sites is a fair description, the comparison can then be made through $K_{\rm app}c$. If these inputs predict a crossing, both inhibitors should be measured over a pH range wide enough to cover its uncertainty. This would say more than a measurement at a single pH, because the HOMO energies of the neutral molecules predict no crossing. A crossing alone would not prove the mechanism, since pH also changes the copper surface. The main computed values behind this comment are listed in the numerical output.

## Values computed for the example and the checks

```
temperature: 298.15 K; kT: 0.025693 eV
acceptor level: -4.00 eV; coupling V: 0.60 eV
pKa of Q: 8.00; working pH: 7.00
total inhibitor concentration: 1.00 mmol/L
P: donor level -5.50 eV; gap 1.50 eV
P: bond strength B 0.42094 eV
P: donated charge 0.2191 electrons
P: solvation loss 0.25 eV
P: adsorption free energy -0.17094 eV
P: adsorption constant K 775.24 (1 mol/L standard)
QH: donor level -6.00 eV; gap 2.00 eV
QH: bond strength B 0.33238 eV
QH: donated charge 0.1425 electrons
QH: solvation loss 0.18 eV
QH: adsorption free energy -0.15238 eV
QH: adsorption constant K 376.5 (1 mol/L standard)
A: donor level -5.60 eV; gap 1.60 eV
A: bond strength B 0.40000 eV
A: donated charge 0.2000 electrons
A: solvation loss 0.12 eV
A: adsorption free energy -0.28000 eV
A: adsorption constant K 54073 (1 mol/L standard)
HOMO advantage of P over QH: 0.500 eV
bond advantage of P over QH: 0.08856 eV
mean donated charge over that interval: 0.1771 electrons
upper bound on bond advantage: 0.10957 eV
solvation-loss difference P minus QH: 0.070 eV
metal chain, donated charge at P level: 0.0862 electrons
metal chain, slope of bond strength: 0.0862 (dimensionless)
dissolved Q present as anion at working pH: 9.09 %
adsorbed Q present as anion at working pH: 93.49 %
apparent K of Q at working pH: 5258 (1 mol/L standard)
protection efficiency of P: 43.67 %
protection efficiency of Q at working pH: 84.02 %
protection efficiency of Q at pH 5: 30.08 %
crossing ratio anion/neutral in solution: 0.007481
crossing pH: 5.874; from enumeration: 5.874
surface pKa of Q: 5.843
common loss used for equal-solvation cases: 0.18 eV
K ratio Q/P, equal solvation, no deprotonation: 0.0318
K ratio Q/P, unequal solvation, no deprotonation: 0.4857
K ratio Q/P, equal solvation, deprotonation: 0.0692
K ratio Q/P, unequal solvation, deprotonation: 6.7824
change applied to each solvation loss: +/- 0.02 eV
smallest K ratio Q/P under those changes: 1.4297
largest K ratio Q/P under those changes: 32.1753
```
